# Fast marching for pinhole undercut: convergence to circular etch fronts

Before an etch rate is fitted to a measured undercut profile, the mesh and the starting procedure must be chosen so that numerical lag is not mistaken for slow chemistry. In the example below the front should lie 60 nm from the mask edge. A first-order march started on the opening, with 1 nm cells, puts it 1.25 nm short on the 45-degree ray. A second-order march with 2 nm cells and exact times near the opening misses by 0.07 nm. The start matters by itself: with 1 nm cells, exact times within 20 nm of the opening cut the first-order error from 1.25 to 0.39 nm.

## Model and exact arrival times

A uniform film fills $0<z<H$ below a mask that does not etch. Etchant enters through a circular hole of radius $a$ at $z=0$, and the layer at $z=H$ is inert. The exposed surface moves along its normal at constant rate $R$. Transport through the solution is taken as fast.

Let $T(\mathbf x)$ be the first time at which etching reaches $\mathbf x$. Etching spreads from each reached point at speed $R$ in every direction, so for a small step of length $\ell$

$$T(\mathbf x)=\min_{|\mathbf n|=1}\left[T(\mathbf x-\ell\mathbf n)+\frac{\ell}{R}\right].$$

Expanding to first order in $\ell$ gives $0=\min(-\mathbf n\cdot\nabla T+1/R)$. The minimum occurs for $\mathbf n$ parallel to $\nabla T$, hence

$$|\nabla T|=1/R,\qquad T=0\ \text{on the opening}.$$

It is convenient to use the length $u=RT$, for which $|\nabla u|=1$. No atomic constant enters, so the algebra is unchanged in atomic units; numbers here are in nm and min.

The first arrival follows the shortest path through the film. The film is a convex slab, so a straight segment to the opening is always available, and $u$ is the distance to the opening. For an opening point at radius $r'$ and relative azimuth $\phi$,

$$d^2=r^2+r'^2-2rr'\cos\phi+z^2 .$$

The choice $\phi=0$ is best and leaves $(r-r')^2+z^2$. The best radius is then $r'=\min(r,a)$. Therefore

$$u=\begin{cases}z,&r\le a,\\ \sqrt{(r-a)^2+z^2},&r>a.\end{cases}$$

In a meridian plane the front is a flat floor joined to a circular arc centred on the mask edge. Since $T$ does not depend on azimuth, $|\nabla u|^2=u_r^2+u_z^2$: there is no $1/r$ term, and a two-dimensional Cartesian march suffices.

The cavity does depend on the third dimension. At etched distance $s=Rt<H$, its radius at depth $z$ is $a+\sqrt{s^2-z^2}$, so

$$V=\pi\int_0^s\left(a+\sqrt{s^2-z^2}\right)^2dz
=\pi a^2s+\frac{\pi^2as^2}{2}+\frac{2\pi s^3}{3}.$$

The three terms come from $\int dz=s$, $\int\sqrt{s^2-z^2}\,dz=\pi s^2/4$ and $\int(s^2-z^2)\,dz=2s^3/3$. For $s\ll a$ the cavity is a shallow disc; for $s\gg a$ it tends to a hemisphere. Each surface element advances by $ds$, so the reacting area is

$$S=\frac{dV}{ds}=\pi a^2+\pi^2as+2\pi s^2.$$

## The update at one node

Let $U$ be the computed value of $u$ on a square mesh of width $h$, with the mask edge on a node. On each axis take the smaller settled neighbour $U_1$, and let $U_2$ be the node behind it. The two available slopes are

$$\frac{U-U_1}{h},\qquad
\frac{3U-4U_1+U_2}{2h}=\frac{3}{2h}\left(U-\frac{4U_1-U_2}{3}\right).$$

Both have the form $\sqrt w(U-\beta)/h$, with $(w,\beta)=(1,U_1)$ or $(9/4,(4U_1-U_2)/3)$. The second is used if $U_2$ is settled and $U_2\le U_1$. With axes $A$ and $B$, the discrete equation is

$$w_A(U-\beta_A)^2+w_B(U-\beta_B)^2=h^2.$$

Define $W=w_A+w_B$, $P=w_A\beta_A+w_B\beta_B$ and $Q=w_A\beta_A^2+w_B\beta_B^2$. Then $WU^2-2PU+Q-h^2=0$. Multiplying out gives $P^2-WQ=-w_Aw_B(\beta_A-\beta_B)^2$, and the larger root is

$$U=\frac{P+\sqrt{Wh^2-w_Aw_B(\beta_A-\beta_B)^2}}{W}.$$

The larger root is needed because both slopes must be non-negative. If the root is not real, or lies below either $\beta$, information comes along one axis and the update is the smaller of $\beta_A+h/\sqrt{w_A}$ and $\beta_B+h/\sqrt{w_B}$.

```
for each node:
    if exact distance to opening <= rho0:
        U = exact distance; mark settled
    else:
        U = infinity
for each unsettled neighbour of a settled node:
    compute update; store it; push (value, node)
while heap is not empty:
    pop the smallest (value, node)
    if node is settled: continue
    mark node settled
    for each unsettled neighbour:
        new = update from settled nodes
        if new < stored value:
            store new; push (new, neighbour)
return U / R
```

Setting $\rho_0=0$ starts the march on the opening alone. Nodes outside the mesh keep $U=\infty$ and are never updated. No condition is needed at the outer edges, because the exact paths leave through them.

## Causality, stability and cost

In the first-order scheme an update is never smaller than a neighbour it uses. When the smallest trial value is popped, every node settled later has an equal or larger value and cannot lower it. One pass is therefore enough. At $h=2$ nm the largest residual of the dimensionless discrete equation, evaluated after the march at all nodes off the opening, was $2.5\times10^{-14}$.

Differentiating the first-order two-axis equation gives

$$dU=\frac{(U-\beta_A)d\beta_A+(U-\beta_B)d\beta_B}{(U-\beta_A)+(U-\beta_B)}.$$

The weights are non-negative and add to one, so a perturbation is not amplified in the maximum norm. The three-point formula has $d\beta=\frac43dU_1-\frac13dU_2$; its negative weight removes this guarantee. On a single axis, errors obey $E_n=(4E_{n-1}-E_{n-2})/3$. The trial form $E_n=q^n$ gives $3q^2-4q+1=0$, with roots $1$ and $1/3$, so they remain bounded there. This is not a proof for the two-dimensional scheme.

Each settled node causes at most four updates. With $N$ nodes the heap cost is $O(N\log N)$ and the storage $O(N)$. At fixed domain size $N\propto h^{-2}$, so halving $h$ costs slightly more than a factor of four.

## First-order error

Put $x=r-a$, and in the fan $x>0$ write $x=\rho\cos\theta$, $z=\rho\sin\theta$, so that $u=\rho$. Let $E=U-u$; positive $E$ means late arrival. To leading order the backward slope in $x$ is

$$\frac{U(x)-U(x-h)}{h}\simeq u_x-\frac h2u_{xx}+E_x,$$

and likewise in $z$. Squaring, adding and using $u_x^2+u_z^2=1$ gives

$$2(u_xE_x+u_zE_z)=h(u_xu_{xx}+u_zu_{zz}).$$

The bracket on the left is $\partial E/\partial\rho$, because $\nabla u$ is the radial unit vector. On the right, $u_x=\cos\theta$, $u_{xx}=z^2/\rho^3=\sin^2\theta/\rho$, and the $z$ derivatives follow by exchanging sine and cosine. Hence

$$\frac{\partial E}{\partial\rho}=\frac{h}{\rho}K(\theta),\qquad
K=\tfrac12\sin\theta\cos\theta(\sin\theta+\cos\theta).$$

If exact times are supplied out to a fixed $\rho_0$, then $E(\rho_0)=0$ and

$$E=hK(\theta)\ln(\rho/\rho_0).$$

This is first order. With $q=\sin\theta+\cos\theta$ one has $\sin\theta\cos\theta=(q^2-1)/2$ and $K=q(q^2-1)/4$. It grows with $q$, so the largest value is at 45 degrees, where $q=\sqrt2$ and $K=\sqrt2/4$.

If the march starts on the opening, the mesh width is the only length in the discrete corner problem, and $E/h$ can depend only on the integer node offsets from the edge. Far from the edge the equation above still holds, so

$$E\simeq h\left[K(\theta)\ln(\rho/h)+C(\theta)\right].$$

The error is $O(h\log(1/h))$. At a fixed point on the diagonal, halving $h$ should raise $E/h$ by $(\sqrt2/4)\ln2=0.2451$.

The sign is also fixed. Distance to a convex set is a convex function, and a backward slope of a convex function does not exceed its derivative. The exact $u$ thus makes the sum of squared discrete slopes at most one, so $u$ does not exceed the update computed from exact neighbours. Since the update cannot fall when its neighbours rise, induction in settling order gives $U\ge u$. First-order arrivals are never early in this geometry.

Two parts of the solution carry no discretization error. Along the mask the update adds $h$ per cell, giving $U=r-a$. Under the opening, $\beta_A=z$ and $\beta_B=z-h$ give $U=[2z-h+\sqrt{2h^2-h^2}]/2=z$. Checking undercut along the mask or depth below the hole would therefore reveal nothing about the error in the curved front.

## Second-order error and the corner

For the three-point slope, insert

$$u(x-h)=u-hu_x+\tfrac{h^2}{2}u_{xx}-\tfrac{h^3}{6}u_{xxx},$$
$$u(x-2h)=u-2hu_x+2h^2u_{xx}-\tfrac{4h^3}{3}u_{xxx}.$$

The second derivatives cancel and the slope is $u_x-(h^2/3)u_{xxx}$. Repeating the previous argument,

$$\frac{\partial E}{\partial\rho}=\frac{h^2}{3}(u_xu_{xxx}+u_zu_{zzz}).$$

Here $u_{xxx}=-3xz^2/\rho^5$, so each product equals $-3\sin^2\theta\cos^2\theta/\rho^2$. Their sum is twice that, and integration from $\rho_0$ gives

$$E=-2h^2\sin^2\theta\cos^2\theta\left(\frac1{\rho_0}-\frac1\rho\right).$$

Inside the fan, arrivals are now slightly early. The formula does not apply close to the fan's two boundary rays, where arrivals can be late by an amount that is also of order $h^2$. In the first row below the mask there is no second node above, and the vertical slope falls back to first order. There $u_z\simeq h/\rho$, while the two-point slope of the exact $u$ is $h/(2\rho)$. The truncation term is as large as the slope, so its square must be kept. The contribution to $\partial E/\partial\rho$ is $\tfrac12\left[h^2/\rho^2-h^2/(4\rho^2)\right]=3h^2/(8\rho^2)$ where the row starts, and it is reduced further out because the accumulated error adds $E/h$ to the slope. It is still of order $h^2$.

The distance $\rho_0$ must stay fixed in nm as the mesh is refined. If it is a fixed number $m$ of cells, $\rho_0=mh$, the second-order error becomes $O(h^2/h)=O(h)$, and the first-order method regains its logarithm.

Starting the three-point scheme on the opening has a second fault. Along the mask, $u$ is zero up to the edge and then rises with unit slope, so the first three-point slope straddles a kink. Relative to the continued line $u=x$, the errors at the edge and one node inside the hole are $E_0=0$ and $E_{-1}=h$. The recurrence found above has solution $E_n=\alpha+\gamma3^{-n}$. The starting values require $\alpha+\gamma=0$ and $\alpha+3\gamma=h$, so

$$E_n=-\frac h2\left(1-3^{-n}\right).$$

The undercut along the mask becomes half a cell too large. Using the two-point slope for the first node beyond the edge repairs this row: it gives $U=h$, and the three-point formula then gives $U=4h/3+2h/3=2h$ at the next. It does not remove the unresolved fan at the corner.

## Measured convergence

The example has $R=10$ nm/min, $t=6$ min, $a=20$ nm and $H=80$ nm. Hence $s=10\times6=60$ nm, or 600 angstrom. The mesh extends 80 nm beyond the mask edge, and $\rho_0=20$ nm where an exact start is used. Front errors are taken on the 45-degree ray; negative means too little etching.

| Scheme and start | $h$ (nm) | Front error (nm) | Order |
|---|---:|---:|---:|
| First, opening | 0.5 | −0.743 | 0.81 |
| First, $\rho_0$ | 0.5 | −0.195 | 0.99 |
| Second, opening | 0.5 | +0.080 | 1.00 |
| Second, $\rho_0$ | 0.5 | +0.0043 | 2.01 |

The order is $\log_2$ of the ratio of maximum errors on the last two meshes. These are 1 and 0.5 nm, except in the first line, where they are 0.5 and 0.25 nm.

For the first-order march from the opening, successive increases of $E/h$ at the far corner, 113.1 nm from the edge, are 0.2177, 0.2277, 0.2345 and 0.2388. They approach the predicted 0.2451 from below. The logarithm also explains the order of 0.81: the maximum error divided by $h$ rises from 1.70 to 1.94, and $1-\log_2(1.94/1.70)$ is about 0.81. It would be wrong to extrapolate these data as a pure first-order error.

With the exact start, a front error is $-E$ to leading order. The first-order formula gives $-0.5(\sqrt2/4)\ln(60/20)=-0.194$ nm, against the measured $-0.195$ nm. Over the whole fan outside $\rho_0$, the largest deviation of $E/h$ from the formula is 0.0041 at this mesh.

For the second-order scheme the predicted front error is $+(0.5^2/2)(1/20-1/60)=+0.0042$ nm, against $+0.0043$ nm. At the far corner the measured coefficient $E/h^2$ is $-0.0211$ nm$^{-1}$, about 2.5% larger in size than the predicted $-0.0206$ nm$^{-1}$. Without the exact start, the maximum error is $h/2$ on all four meshes, the value derived for the mask row.

At $h=0.5$ nm the front errors largest and smallest in size are $-7.43$ and $+0.043$ angstrom. For a tolerance of 0.1 nm in this geometry, the second-order scheme with $\rho_0=20$ nm already suffices at $h=2$ nm, while the first-order march from the opening still misses by 0.43 nm at $h=0.25$ nm.

## Physical errors beside the mesh error

The numbers are rough choices in the regime of wet recess of a thin cobalt film; real rates depend strongly on the solution. Bulk cobalt is hcp at room temperature, and its crystal faces need not etch equally; thin films are usually polycrystalline and often contain fcc regions, so the single-grain estimate below only indicates a scale. Suppose a single grain has its $c$ axis vertical and $R(\theta)=R_0(1+\epsilon\cos2\theta)$, where $\theta$ is the angle of the front normal from the mask plane. A plane front that starts at the mask edge with its normal at angle $\theta$ has moved $R(\theta)t$ along that normal, so it meets the mask plane at a distance $R(\theta)t/\cos\theta$ from the edge. The cavity starts behind every such plane and cannot overtake any of them, so the lateral reach is set by the smallest value of $R(\theta)/\cos\theta$. Near $\theta=0$ this is $R_0[1+\epsilon+(1-3\epsilon)\theta^2/2]$, so $\theta=0$ is a local minimum for $\epsilon<1/3$. For an assumed $\epsilon=0.1$, a search over angles confirms that it is the global one. The undercut then changes by $+6$ nm and the depth by $-6$ nm. The size of this shift follows from the assumed $\epsilon$; the anisotropy also makes the front non-circular.

Temperature also matters. For an assumed activation energy $E_a=0.50$ eV and $T_0=298$ K, a rise of 1 K multiplies the rate by $\exp[(E_a/k_B)(1/T_0-1/(T_0+1))]$, which moves the front by 4.0 nm. Fitting a rate to better than a few per cent therefore requires temperature control well below 1 K, whatever the mesh.

Depletion is small for this hole. Take one oxidant molecule per cobalt atom, an atom density $n\approx90$ nm$^{-3}$, oxidant concentration $c=0.10$ mol/L (converted to molecules per volume), diffusivity $D=10^{-5}$ cm$^2$/s and mask thickness $L=20$ nm. Adding the diffusion resistances of the two hole mouths and the channel gives the fractional drop

$$\delta\simeq\frac{nRS}{c}\left(\frac{2}{4Da}+\frac{L}{\pi a^2D}\right).$$

With $S=35\,720$ nm$^2$, $\delta=0.036\%$. If the rate is proportional to concentration, applying this final drop to the entire etch shifts the front by 0.02 nm. The estimate grows roughly as $s^2$ for a wide cavity and as $1/a^2$ for a hole much narrower than the mask is thick, so it must be repeated for long etches or finer holes.

A mask that etches 100 times more slowly than the film loses 0.6 nm from a face exposed for the whole etch. If its edge recedes at speed $v$, a path starting after delay $\tau$ arrives at $\tau+\sqrt{(x-v\tau)^2+z^2}/R$. The derivative with respect to $\tau$ is at least $1-v/R$, which is positive for $v<R$. Slow recession therefore leaves first arrivals beyond the original edge unchanged; recession faster than $R$ can advance them.

## When the start must be changed

The exact start assumes a uniform rate and no obstacle within $\rho_0$ of the opening. Near a second material or a buried barrier, $\rho_0$ must be reduced to the clear distance, or the local solution replaced. An obstacle inside the film also destroys convexity: shortest paths bend round it, and each corner at which they bend starts a new fan with the same loss of order.

A mask edge that falls between nodes should not be moved to the nearest one, since this changes the opening radius by up to $h/2$ and shifts the undercut equally. With the exact start, distances can be measured from the true edge, and this first-order error does not arise. Passivation, gas bubbles, galvanic coupling and attack along grain boundaries require a different rate law and are not covered by these error estimates. The full mesh sequence is in the numerical output.

## Calculated quantities

```
Etch rate: 10.0 nm/min; time: 6.0 min
Hole radius: 20.0 nm; film: 80.0 nm
Exact undercut and depth: 60.0 nm = 600 angstrom
Exact-start distance rho0: 20.0 nm
Far corner distance from mask edge: 113.137 nm
Discrete equation residual, h=2 nm: 2.5e-14
Errors below are rate times time error; front is on 45 degree ray
First order, start on opening: h, max error, front radius error (nm)
  4.00  4.09915  -3.28722
  2.00  2.48492  -2.06400
  1.00  1.47018  -1.25462
  0.50  0.85233  -0.74285
  0.25  0.48587  -0.43059
  observed order, last two meshes: 0.811
First order, exact within rho0: h, max error, front radius error (nm)
  4.00  2.37296  -1.51183
  2.00  1.20840  -0.76970
  1.00  0.60979  -0.38796
  0.50  0.30605  -0.19459
  observed order, last two meshes: 0.995
Second order, start on opening: h, max error, front radius error (nm)
  4.00  2.00000  +0.50506
  2.00  1.00000  +0.29118
  1.00  0.50000  +0.15501
  0.50  0.25000  +0.07980
  observed order, last two meshes: 1.000
Second order, exact within rho0: h, max error, front radius error (nm)
  4.00  0.35871  +0.28826
  2.00  0.08648  +0.07004
  1.00  0.02128  +0.01728
  0.50  0.00527  +0.00429
  observed order, last two meshes: 2.012
Far corner error/h steps, first order from opening:
  0.2177, 0.2277, 0.2345, 0.2388
Predicted logarithmic step: 0.2451
Region formula max deviation/h, h=0.5 nm: 0.0041
Second-order corner error/h^2: -0.02110 1/nm
Predicted second-order coefficient: -0.02058 1/nm
Front error, opening start, h=0.5: -7.429 angstrom
Front error, second order with rho0, h=0.5: +0.0429 angstrom
Cavity volume: 883093 nm3; reacting area: 35720 nm2
hcp-Co cell inputs: a=0.251, c=0.407 nm
Co atom density: 90.07 1/nm3
Oxidant: 0.10 mol/L; D: 1.0e-05 cm2/s
Mask: 20.0 nm; oxidant depletion: 0.0364 %
Depletion front shift bound: 0.0219 nm
Temperature: 298 K; activation: 0.50 eV
Front shift for +1 K: 4.037 nm
Rate anisotropy: 10 %; lateral, vertical shifts: +6.00, -6.00 nm
Film/mask selectivity: 100; mask loss: 0.60 nm
```
